# Why defect relaxation along stiff bond chains converges slowly with supercell length

## The situation

A substitutional atom slightly too large for its site pushes its neighbours away. Where strong bonds line up in a row, a neighbour hands the push on to the next atom, and a long piece of the row would like to move outwards almost rigidly. In a supercell calculation the row soon meets the periodic image of the defect, which pushes back. The relaxed energy then depends on the cell length, sometimes over many lengths.

"Convergence" here means convergence with supercell size, not with optimizer steps. A one-dimensional ring of springs shows such a size dependence in its simplest form, but it describes an embedded chain only within limits. To find them, the contributions are isolated one at a time: the fixed length, the restraint by the host, the images along the chain, the images beside it, and the release of the cell length.

Hartree atomic units are used. All forces are harmonic, and electronic finite-size effects, such as those of charged defects, are left out.

## First contribution: the fixed length of a ring

Take $N$ atoms on a ring, $N$ even, with the defect at $n=0$. Its two bonds have spring constant $k_d$ and would like to be longer than the host spacing by $d$. The other $N-2$ bonds have spring constant $k$ and no misfit. The total length is that of the perfect host. Let $u_n$ be the displacement of atom $n$ along the chain, with $u_0=0$ to remove the free translation.

Let $e_d$ be the extension of each defect bond and $e$ that of each host bond. An atom is at rest when the tensions on its two sides are equal, so one tension $T$ runs through the ring:

$$T=k_d(e_d-d)=ke .$$

Hence $e_d=d+(k/k_d)e$. The fixed length requires $2e_d+(N-2)e=0$. Inserting $e_d$ gives

$$2d+\left(N-2+\frac{2k}{k_d}\right)e=0,\qquad e=-\frac{2d}{M},\qquad M=N-2+\frac{2k}{k_d}.$$

The host bonds are compressed. The first neighbour moves by

$$u_1=e_d=d-\frac{2k}{k_d}\frac{d}{M}=\frac{d(N-2)}{M},$$

and each further bond adds $e$, so that for $1\le n\le N-1$

$$u_n=u_1+(n-1)e=\frac{d(N-2n)}{M}.$$

The displacement falls linearly and vanishes at $n=N/2$, midway between the defect and its image. In an infinite isolated chain every atom on the right would move by the full $d$.

A spring of constant $K$ under tension $T$ stores $T^2/2K$. The energy left after relaxation is therefore

$$E=\frac{T^2}{2}\left(\frac{2}{k_d}+\frac{N-2}{k}\right)=\frac{T^2M}{2k}=\frac{ke^2M}{2}=\frac{2kd^2}{M}.$$

The infinite chain relaxes to zero energy, so all of this is finite-size error, and it falls only as $1/N$. The reason is that a misfit $2d$ shared among about $N$ springs costs an energy proportional to $N(2d/N)^2$.

The example uses round model parameters: $k=0.1\ E_h/a_0^2$ and $d=0.1\ a_0$. For $k_d=k$ one has $M=N$, and the unrelaxed energy $k_dd^2$ is 1 mE$_h$ (27.2 meV). At $N=16$ the first neighbour moves by $0.1\,(1-2/16)=0.0875\ a_0$, and the residual energy is $2/16=0.125$ mE$_h$ (3.40 meV).

Halving $k_d$ gives $M=14+4=18$. Then $u_1=0.1\times14/18=0.0778\ a_0$ and the residual is $2/18=0.111$ mE$_h$. This is smaller in absolute terms, but it is 22% of the unrelaxed energy, now 0.5 mE$_h$, against 12.5% before. A soft defect is less able to compress a stiff host. From here on $k_d=k$.

## What halts the displacement

The node at $N/2$ looks like a wall. It follows from mirror symmetry: reflection through the defect requires $u_{-n}=-u_n$, and periodicity makes $N/2$ and $-N/2$ the same atom, so $u_{N/2}=0$. Three changes to the ring separate this symmetry from the cause of the error.

- Clamping the midpoint atom leaves the energy at 0.125 mE$_h$, because that atom was not moving.
- Cutting a host bond at the midpoint brings the energy to zero. A free end carries no tension, so $T=0$ throughout.
- Letting the length change by $\Delta L$ also brings it to zero.

For the third case the length condition becomes $2e_d+(N-2)e=\Delta L$. The same substitution gives $e=(\Delta L-2d)/M$, and hence

$$E=\frac{ke^2M}{2}=\frac{k(\Delta L-2d)^2}{2M},$$

with its minimum, zero, at $\Delta L=2d=0.2\ a_0$. The cause of the error is thus the fixed period, which forces the host bonds to absorb the misfit. The node is the form this constraint takes when the defect is symmetric.

## Second contribution: the chain's surroundings

A chain in a crystal is tied to its neighbours. Consider a simple cubic lattice of parallel chains in a supercell of $N\times P\times P$ atoms. Each atom is joined to its four lateral neighbours by side springs $\kappa$ that resist relative sliding along the chains. Displacements along the chains are treated separately from the other two components. This scalar model is not invariant under rotations, so its coefficients should not be carried over to a real crystal. It does contain the competition between stiff chains and soft coupling.

**Forces.** The misfit bond on the right has energy $\tfrac12k(u_1-u_0-d)^2$. The part of its force that does not depend on the displacements is $+kd$ on atom 1 and $-kd$ on atom 0. The left bond gives $-kd$ on atom $-1$ and $+kd$ on atom 0. The forces on the defect atom cancel, leaving an outward pair $f_{\pm1}=\pm kd$. With $\mathbf r$ labelling the chains and $\mathbf r=0$ the defect chain, equilibrium reads

$$k(2u_n-u_{n+1}-u_{n-1})_{\mathbf r}+\kappa\sum_{\mathbf r'}\left(u_{n,\mathbf r}-u_{n,\mathbf r'}\right)=f_n\,\delta_{\mathbf r,0},$$

where $\mathbf r'$ runs over the four neighbouring chains.

**What the ring reproduces exactly.** Sum this equation over a transverse plane. Each side spring enters twice with opposite signs and drops out. The plane sum $S_n=\sum_{\mathbf r}u_{n,\mathbf r}$ therefore obeys the ring equation with the same forces, and for any $\kappa$

$$S_n=d\left(1-\frac{2n}{N}\right),\qquad 1\le n\le N-1 .$$

The defect chain alone does not obey it, because the side springs share the displacement out among the chains.

**One chain per transverse wave.** Define $v_n(\mathbf q)=\sum_{\mathbf r}u_{n,\mathbf r}e^{-i\mathbf q\cdot\mathbf r}$. The force sits on one chain, so it is the same $f_n$ for every $\mathbf q$. The side springs become a restoring term $\kappa w\,v_n$ with $w=4-2\cos q_y-2\cos q_z$. Away from the forces,

$$v_{n+1}+v_{n-1}=2\cosh\theta\;v_n,\qquad 2\cosh\theta=2+\frac{\kappa}{k}w .$$

The solutions are exponentials $e^{\pm\theta n}$. Mirror symmetry and periodicity give $v_0=v_{N/2}=0$, so for $1\le n\le N/2$ the solution is $v_n=A\sinh[\theta(N/2-n)]$. The equation at $n=1$, divided by $k$, is

$$2\cosh\theta\,v_1-v_2-v_0=d,\qquad v_0=0 .$$

The identity $2\cosh\theta\sinh x=\sinh(x+\theta)+\sinh(x-\theta)$ with $x=\theta(N/2-1)$ turns the left side into $A\sinh(\theta N/2)$. Therefore

$$v_n=d\,\frac{\sinh[\theta(N/2-n)]}{\sinh(\theta N/2)},\qquad u_n=\frac1{P^2}\sum_{\mathbf q}v_n(\mathbf q),$$

where $u_n$ without a chain label refers to the defect chain. For $\theta\to0$ the ring profile $d(1-2n/N)$ returns.

**Restraint in the infinite crystal.** For $N\to\infty$ the ratio of hyperbolic sines becomes $e^{-\theta n}$, so $u_n^\infty$ is the average of $d\,e^{-\theta n}$ over all $\mathbf q$. With $\kappa=0.001\ E_h/a_0^2$, that is $k/\kappa=100$, this gives $u_1^\infty=0.827\,d$. The surroundings withhold 17% of the free displacement. This is physics of the host and not a size error, so finite cells must be compared with $0.827\,d$ and not with $d$.

**Energy.** Write the elastic energy as $\tfrac12u\cdot Ku$, with $K$ the matrix of springs. The total is $E=kd^2-f\cdot u+\tfrac12u\cdot Ku$. At the minimum $Ku=f$, so

$$E=kd^2-\tfrac12f\cdot u=kd^2-\tfrac12\left(kd\,u_1-kd\,u_{-1}\right)=kd^2-kd\,u_1 .$$

With the missing fraction $m=(u_1^\infty-u_1)/d$, the energy error relative to the infinite crystal is $kd^2m$. One number measures both errors.

## Third contribution: images along the chain

Put $a=\theta N/2$ and $b=\theta n$. Then

$$\frac{\sinh(a-b)}{\sinh a}=\cosh b-\coth a\,\sinh b,\qquad \coth a=1+\frac{2}{e^{2a}-1}.$$

Since $\cosh b-\sinh b=e^{-b}$,

$$\frac{v_n}{d}=e^{-\theta n}-\frac{2\sinh(\theta n)}{e^{\theta N}-1}.$$

The first term is the infinite chain in its surroundings. The second is the loss caused by the images along the chain. It has two limits.

**Short cells: the ring.** If $\theta N\ll1$, the loss for the first neighbour is

$$\frac{2\theta}{e^{\theta N}-1}\approx\frac2N\left(1-\frac{\theta N}{2}\right).$$

When this holds for nearly all waves, the defect chain behaves as the isolated ring. The mean of $w$ is 4, so a typical $\theta$ is $2\sqrt{\kappa/k}$, and the condition is $N\ll\tfrac12\sqrt{k/\kappa}$.

At $N=8$ the bracket predicts about 0.92 of the ring loss for $k/\kappa=10^4$ and 0.992 for $10^6$. The calculated values are 0.926 and 0.992. For $k/\kappa=100$ the condition reads $N\ll5$, which leaves no room for a clean ring regime: at $N=8$ the loss is 44% of the ring value. For $k=\kappa$ it is 0.6%, and the ring is then no guide to the defect chain.

**Long cells: the inverse cube.** If $N\gg\sqrt{k/\kappa}$, the factor $1/(e^{\theta N}-1)$ suppresses all waves except those with $\theta\lesssim1/N$. For these $w\approx q^2$ and $\theta\approx q\sqrt{\kappa/k}$. Let the cell be wide, so that the average over $\mathbf q$ becomes $\int d^2q/(2\pi)^2=\int q\,dq/2\pi$, and use $q\,dq=(k/\kappa)\,\theta\,d\theta$:

$$m\approx\frac1{2\pi}\frac{k}{\kappa}\int_0^\infty\frac{2\theta^2\,d\theta}{e^{\theta N}-1}=\frac{k}{\pi\kappa N^3}\int_0^\infty\frac{x^2dx}{e^x-1}=\frac{2\zeta(3)}{\pi}\frac{k}{\kappa}\frac1{N^3}.$$

The last integral follows from expanding $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$. Each term gives $2/j^3$, and the sum is $2\zeta(3)$ with $\zeta(3)\approx1.202$.

The power is that of dipole images in three dimensions. The price of stiffness is the prefactor $k/\kappa$, because stiff chains carry the push far along their own direction. Equating this law with $2/N$ gives a crossover scale

$$N_c=\sqrt{\frac{\zeta(3)}{\pi}\frac{k}{\kappa}},$$

about 6 atoms for $k/\kappa=100$. The crossover is broad, so $N_c$ marks its position and not a sharp change.

## Fourth contribution: images beside the chain

A finite $P$ replaces the integral over $\mathbf q$ by a sum over $P^2$ points. The function $v_n$ is even in $\theta$, hence analytic in $w$ and in $\mathbf q$ for real $\mathbf q$, and an evenly spaced sum over an analytic periodic function converges exponentially. The rate is set by the nearest complex $\mathbf q$ at which $v_n$ diverges. This happens at $\sinh(\theta N/2)=0$ with $\theta\neq0$, first at $\theta=2\pi i/N$. Setting $q_y=i\eta$, $q_z=0$ gives $w=2-2\cosh\eta$, so $\cosh\eta=1+(k/\kappa)[1-\cos(2\pi/N)]$. When $\eta$ is small, that is for $N\gg2\pi\sqrt{k/\kappa}$, this becomes $\eta\approx(2\pi/N)\sqrt{k/\kappa}$, and the lateral images enter with a factor

$$e^{-\eta P}=\exp\left(-2\pi\sqrt{\frac{k}{\kappa}}\,\frac PN\right).$$

In shorter cells this form overstates the decay and the full expression for $\eta$ is needed: at $k/\kappa=100$ and $N=16$ it gives $\eta=2.84$ instead of 3.93. For stiff chains in a cube-shaped cell $e^{-\eta P}$ is negligible either way. At $k/\kappa=100$ and $N=16$, a test found that widening the cell from $P=16$ to $P=64$ changes $u_1/d$ by less than $10^{-10}$.

For $k=\kappa$ and $P=N$ the exponential is only $e^{-2\pi}\approx0.002$, but its prefactor is large, about 70 relative to the loss itself, so the lateral images still matter. Cubic symmetry gives the result. Let $G$ be the displacement caused by a unit force, and $D$ the periodic $G$ minus the infinite one. A periodic cell of $V=N^3$ sites needs a uniform balancing force $-1/V$ per site, so at long wavelengths $k\nabla^2D=1/V$ near the origin. By symmetry each direction contributes a third: $\partial_x^2D=1/(3kV)$. The force pair gives $u_1=kd\,[G(0)-G(2)]$, with the argument counting sites along the chain. Its change is

$$kd\,[D(0)-D(2)]=-kd\cdot\frac{2^2}{2}\cdot\frac1{3kV}=-\frac{2d}{3N^3}.$$

Thus $mN^3\to2/3$, while a wide cell has $2\zeta(3)/\pi=0.765$. The calculated values at $N=64$ are 0.667 and 0.766. For equal springs the lateral images therefore remove 13% of the loss caused by the images along the chain.

## Fifth contribution: releasing the cell length

In the ring, a free length removed the whole error. In the three-dimensional cell, add a uniform strain $\varepsilon$ along the chains, so that atom $n$ moves by a further $\varepsilon n$. The $NP^2$ chain bonds store $\tfrac12kNP^2\varepsilon^2$. The force pair does work $2kd\,\varepsilon$. There is no cross term with the periodic displacements, because their bond extensions sum to zero along each chain. Minimizing

$$\Delta E=\tfrac12kNP^2\varepsilon^2-2kd\,\varepsilon$$

gives

$$\varepsilon=\frac{2d}{NP^2},\qquad \Delta E=-\frac{2kd^2}{NP^2}.$$

For $P=1$ this cancels the ring error $2kd^2/N$ completely. For $P>1$ it removes the share of the single wave $\mathbf q=0$. At $N=P=8$ and $k/\kappa=100$ that share is $2/512=0.0039$ out of $m=0.110$, or 3.6%. The defect chain is held by the surrounding chains, and lengthening the whole cell hardly helps it.

For $k=\kappa$ in a large cubic cell the release overshoots: it changes $mN^3$ from $2/3$ to $2/3-2=-4/3$, an error of opposite sign and twice the size.

## Weighing the contributions

For cubic cells with $k/\kappa=100$, the missing fraction $m$ compares with its two limits as follows. Because $kd^2=1$ mE$_h$, the column $m$ is also the energy error in mE$_h$.

| $N$ | $m$ | ring, $2/N$ | $N^{-3}$ law |
|---|---|---|---|
| 4 | 0.337 | 0.500 | 1.20 |
| 8 | 0.110 | 0.250 | 0.149 |
| 16 | 0.0231 | 0.125 | 0.0187 |
| 32 | 0.00277 | 0.0625 | 0.00234 |
| 128 | 0.0000368 | 0.0156 | 0.0000365 |

At $N=8$ the energy error is 3.0 meV. The local exponent, from doubling $N$, is 1.6 starting at $N=4$, 2.3 at 8, 3.06 at 16 and 3.19 at 32, and then settles towards 3. Small cells alone would suggest a slower law than the one that finally holds.

The overshoot above 3 comes from the lattice. To next order $w=q^2-(q_y^4+q_z^4)/12$, and the average of $q_y^4+q_z^4$ over directions is $3q^4/4$. The contour of given $w$ thus has mean $q^2=w+w^2/16$, which multiplies the density of waves by $1+w/8$. Take $w=(k/\kappa)\theta^2$ and leave out the next terms of $\cosh\theta$ and $\sinh\theta$, which would enlarge the correction by only about 3% at $k/\kappa=100$. The law then gains the factor

$$1+\frac{k}{8\kappa}\,\frac{\int\theta^4d\theta/(e^{\theta N}-1)}{\int\theta^2d\theta/(e^{\theta N}-1)}=1+\frac{k}{8\kappa}\,\frac{12\,\zeta(5)}{\zeta(3)N^2}\approx1+\frac{130}{N^2}$$

for $k/\kappa=100$. At $N=128$ this predicts an excess of 0.8%, as calculated. An excess that shrinks with $N$ makes the local exponent larger than 3.

The displacement profile shows where the error sits. In the $16\times16\times16$ cell $u_1$ is $0.0804\ a_0$ against $0.0827\ a_0$ in the infinite crystal, 2.8% too small. At $n=6$ the values are 0.0177 and $0.0338\ a_0$, and at the node 0 and $0.0243\ a_0$. The node persists in every such cell, however well the energy has converged, so a vanishing midpoint displacement does not diagnose a poor energy. The energy depends on $u_1$.

Among even $N$, the smallest cubic cell with an energy error below 1% of $kd^2$ has $N=6$ for $k=\kappa$, $N=22$ for $k/\kappa=100$ and $N=84$ for $10^4$. An isolated ring needs $N=200$ to reach 1%. In the long-cell regime the required length grows as $(k/\kappa)^{1/3}$. The case $10^4$ has not reached that regime, since 84 is below $\sqrt{k/\kappa}=100$.

The exponential factor for lateral images also suggests a cell shape. As long as $\sqrt{k/\kappa}\,P/N$ stays well above one, atoms are better spent on length along the stiff direction than on width. In cells only one or two chains wide the lateral images are much larger than the simple exponential suggests, and once the cell is too long for its width the error changes sign and grows: for $k/\kappa=100$ and 4096 atoms, $m$ is $2.3\times10^{-2}$ for $16\times16\times16$, $2.9\times10^{-4}$ for $64\times8\times8$ and $-1.9\times10^{-3}$ for $256\times4\times4$. In a real crystal, bond-angle forces, coupling between displacement components and anharmonicity change the coefficients, and the best shape has to be found by varying length and width separately. The numerical output below lists the main calculated values.

## Table of computed values

```
k = 0.1 Eh/a0^2, kappa = 0.001 Eh/a0^2, d = 0.1 a0
k/kappa = 100; k d^2 = 1.0000 mEh = 27.211 meV
Ring N=16 residual energy: 0.12500 mEh = 3.401 meV
Same, midpoint clamped: 0.12500 mEh
Same, opposite bond cut: 0.00000 mEh
Same, length free: 0.00000 mEh, length growth 0.2000 a0
Ring N=16, k_defect=k/2: u_1 = 0.07778 a0, residual 0.11111 mEh
Displacements in a0: n, ring N=16, 16x16x16 cell, infinite crystal
   1   0.08750   0.08042   0.08273
   2   0.07500   0.06399   0.06867
   4   0.05000   0.03797   0.04783
   6   0.02500   0.01767   0.03382
   8  -0.00000   0.00000   0.02431
Infinite crystal u_1/d = 0.82729
Crossover scale N_c = 6.19 atoms
NxNxN cells, k/kappa=100: N, missing u_1/d, ring 2/N, N^-3 law,
  energy error in mEh, local exponent from N to 2N
    4 3.370e-01 5.000e-01 1.196e+00 3.370e-01 1.617
    8 1.099e-01 2.500e-01 1.495e-01 1.099e-01 2.251
   16 2.309e-02 1.250e-01 1.868e-02 2.309e-02 3.058
   32 2.772e-03 6.250e-02 2.335e-03 2.772e-03 3.194
   64 3.029e-04 3.125e-02 2.919e-04 3.029e-04 3.041
  128 3.679e-05 1.562e-02 3.649e-05 3.679e-05 3.009
Energy error of the N=8 cell: 2.990 meV
Part of missing u_1/d removed by free length, N=8: 0.00391
N=8 cell: k/kappa, missing u_1 divided by ring value, exponent 8 to 16
          1 0.0056 3.091
         10 0.0789 3.287
        100 0.4395 2.251
       1000 0.7794 1.379
      10000 0.9255 1.114
    1000000 0.9924 1.011
k=kappa, N^3 times missing u_1/d: cubic cell 0.6674, wide cell 0.7661
Smallest even N with energy error below 1 percent of k d^2:
  k/kappa = 1: N = 6
  k/kappa = 100: N = 22
  k/kappa = 10000: N = 84
  isolated ring (error at most 1 percent): N = 200
```
